# How the solute reference state shifts an inhibitor's adsorption free energy: a program that tests the result

```python
"""
Result under test: for an inhibitor adsorbing from dilute aqueous solution,
    dG_x - dG_c = -R T ln(c_w / c0), about -10 kJ/mol at 298 K.
dG_c: standard adsorption free energy, solute reference c0 = 1 mol/L
dG_x: the same with solute reference at unit mole fraction
c_w : molar concentration of pure water; theta: covered surface fraction
Both solute references are ideal-dilute states; the surface reference is fixed.
Energies are in kJ/mol, concentrations in mol/L, volumes in L.
"""
import numpy as np
import mpmath as mp
from scipy.constants import R, N_A, e
from scipy.optimize import minimize_scalar

# Inputs: water data and round model parameters
T = 298.15
RT = R * T / 1000.0
water_density = 997.05          # g/L at 298.15 K
water_molar_mass = 18.015       # g/mol
c_w = water_density / water_molar_mass
c0 = 1.0
solute_volume = 0.15            # L/mol, rough for an organic inhibitor
shift = -RT * np.log(c_w / c0)

# Chemical potential by differentiating the Gibbs energy of a mixture
mu_x_standard = -5.0            # arbitrary test value


def mixture_gibbs(n_i, n_w):
    total = n_i + n_w
    return (n_i * mu_x_standard
            + RT * (n_i * np.log(n_i / total) + n_w * np.log(n_w / total)))


def reference_gap(n_i):
    """mu_x_standard minus the apparent 1 mol/L standard potential."""
    n_w = c_w                   # one litre of water before adding solute
    h = 1e-3 * n_i
    mu = (mixture_gibbs(n_i + h, n_w) - mixture_gibbs(n_i - h, n_w)) / (2 * h)
    concentration = n_i / (1.0 + n_i * solute_volume)
    return mu_x_standard - (mu - RT * np.log(concentration / c0))


gap_strong = reference_gap(1e-2)
gap_weak = reference_gap(1e-3)
assert abs(gap_weak + shift) < 1e-3
# The remaining difference must vanish linearly with solute amount.
assert abs((gap_strong + shift) / (gap_weak + shift) - 10.0) < 0.2

# Explicit sum over occupations: adsorbed inhibitor displaces one water
mp.mp.dps = 40
exchange_energy = -33.0         # test value
surface_sites = 40
bulk_sites = 10**10


def log_binomial(n, k):
    return mp.loggamma(n + 1) - mp.loggamma(k + 1) - mp.loggamma(n - k + 1)


lattice_rows = []
for inhibitors in (5000, 20000, 80000):
    logs = [log_binomial(surface_sites, n)
            + log_binomial(bulk_sites, inhibitors - n)
            - n * mp.mpf(exchange_energy) / RT
            for n in range(surface_sites + 1)]
    top = max(logs)
    weights = [mp.e ** (value - top) for value in logs]
    mean_n = sum(n * w for n, w in enumerate(weights)) / sum(weights)
    th = float(mean_n / surface_sites)
    x_bulk = float((inhibitors - mean_n) / bulk_sites)
    volume = bulk_sites * water_molar_mass / (water_density * N_A)
    c_bulk = float(inhibitors - mean_n) / (N_A * volume)
    g_x = -RT * np.log(th / (1 - th) * (1 - x_bulk) / x_bulk)
    g_c = -RT * np.log(th / (1 - th) / (c_bulk / c0))
    assert abs(g_x - exchange_energy) < 0.005
    assert abs(g_c - (exchange_energy - shift)) < 0.005
    lattice_rows.append((th, g_x, g_c))


def equilibrium_coverage(g, activity, repulsion=0.0, size=1):
    """Minimize surface free energy per site; size = water sites covered."""
    def free_energy(th):
        return (th / size * (g - RT * np.log(activity))
                + RT * (th / size * np.log(th) + (1 - th) * np.log(1 - th))
                + repulsion * th**2 / (2 * size))
    found = minimize_scalar(free_energy, bounds=(1e-9, 1 - 1e-9),
                            method="bounded", options={"xatol": 1e-11})
    assert found.success
    return found.x


# Worked example: organic inhibitor on mild steel in hydrochloric acid
i_blank = 500.0                 # uA/cm2
i_inhibited = 100.0             # uA/cm2
c = 4e-4                        # mol/L
theta = 1 - i_inhibited / i_blank
K_c = theta / ((1 - theta) * c)
K_x = K_c * c_w
dG_c = -RT * np.log(K_c * c0)
dG_x = -RT * np.log(K_x)
x = c / (c + c_w * (1 - c * solute_volume))
theta_c = equilibrium_coverage(dG_c, c / c0)
theta_x = equilibrium_coverage(dG_x, x)
assert abs(theta_c - theta) < 1e-5
assert abs(theta_x - theta) < 5e-5
assert abs((dG_x - dG_c) + gap_weak) < 1e-3

# Wrong use: mole-fraction free energy combined with molar concentration
theta_mixed = equilibrium_coverage(dG_x, c / c0)
i_mixed = i_blank * (1 - theta_mixed)
assert i_mixed < 0.05 * i_inhibited

# Sizes of neglected effects
finite_dilution = RT * np.log(x * c_w / c)
acid_density = 1016.0           # g/L, rough for 1 mol/L HCl
acid_molar_mass = 36.46         # g/mol
acid_water = (acid_density - acid_molar_mass) / water_molar_mass
acid_total = acid_water + 2.0   # add hydrogen and chloride ions
shift_acid = -RT * np.log(acid_total / c0)
T_hot = 333.15
hot_density = 983.2             # g/L, water at 333.15 K
shift_hot = -R * T_hot / 1000 * np.log(hot_density / water_molar_mass / c0)

repulsion = 3.0                 # kJ/mol at full coverage, round value
change_repulsion = -repulsion * theta
film_rate = 0.05                # covered/bare corrosion-rate ratio
theta_film = theta / (1 - film_rate)
change_film = -RT * np.log((theta_film / (1 - theta_film))
                           / (theta / (1 - theta)))
ionic_strength = 1.0            # mol/L, beyond the safe Davies range
root_I = np.sqrt(ionic_strength)
log10_gamma = -0.51 * (root_I / (1 + root_I) - 0.3 * ionic_strength)
gamma = 10**log10_gamma
change_activity = RT * np.log(gamma)
size = 3
K_large = theta * np.exp(1 - size) / ((1 - theta)**size * c)
change_size = -RT * np.log(K_large / K_c)

# Each corrected free energy must reproduce its coverage in both conventions.
for change, target, factor, w, r in (
        (change_repulsion, theta, 1.0, repulsion, 1),
        (change_film, theta_film, 1.0, 0.0, 1),
        (change_activity, theta, gamma, 0.0, 1),
        (change_size, theta, 1.0, 0.0, size)):
    from_c = equilibrium_coverage(dG_c + change, factor * c / c0, w, r)
    from_x = equilibrium_coverage(dG_x + change, factor * x, w, r)
    assert abs(from_c - target) < 1e-5
    assert abs(from_x - target) < 5e-5
current_check = i_blank * ((1 - theta_film) + film_rate * theta_film)
assert abs(current_check - i_inhibited) < 1e-9

print(f"Temperature: {T:.2f} K")
print(f"RT: {RT:.4f} kJ/mol")
print(f"Water density: {water_density:.2f} g/L")
print(f"Water molar mass: {water_molar_mass:.3f} g/mol")
print(f"Pure water concentration: {c_w:.3f} mol/L")
print(f"ln(c_w/c0): {np.log(c_w / c0):.4f}")
print(f"Shift dG_x - dG_c: {shift:.3f} kJ/mol")
print(f"Shift per molecule: {shift * 1000 / (N_A * e):.4f} eV")
print(f"Mixture gap, 0.01 mol solute: {gap_strong:.4f} kJ/mol")
print(f"Mixture gap, 0.001 mol solute: {gap_weak:.4f} kJ/mol")
print(f"Lattice exchange energy input: {exchange_energy:.3f} kJ/mol")
for th, g_x, g_c in lattice_rows:
    print(f"Lattice theta {th:.4f}: dG_x {g_x:.3f}, dG_c {g_c:.3f} kJ/mol")
print(f"Blank corrosion current: {i_blank:.1f} uA/cm2")
print(f"Inhibited corrosion current: {i_inhibited:.1f} uA/cm2")
print(f"Inhibitor concentration: {c:.2e} mol/L")
print(f"Inhibitor mole fraction: {x:.4e}")
print(f"Coverage: {theta:.4f}")
print(f"K_c: {K_c:.4e} L/mol")
print(f"K_x: {K_x:.4e} (dimensionless)")
print(f"dG_c: {dG_c:.3f} kJ/mol")
print(f"dG_x: {dG_x:.3f} kJ/mol")
print(f"Coverage from dG_c and c: {theta_c:.5f}")
print(f"Coverage from dG_x and x: {theta_x:.5f}")
print(f"Coverage from mixed conventions: {theta_mixed:.5f}")
print(f"Current from mixed conventions: {i_mixed:.3f} uA/cm2")
print(f"Solute partial molar volume: {solute_volume:.2f} L/mol")
print(f"Finite-dilution effect: {finite_dilution:.6f} kJ/mol")
print(f"Rough acid density: {acid_density:.0f} g/L")
print(f"Acid total particle concentration: {acid_total:.2f} mol/L")
print(f"Shift with acid as solvent: {shift_acid:.3f} kJ/mol")
print(f"Higher temperature: {T_hot:.2f} K")
print(f"Water density when hot: {hot_density:.1f} g/L")
print(f"Shift when hot: {shift_hot:.3f} kJ/mol")
print(f"Repulsion at full coverage: {repulsion:.1f} kJ/mol")
print(f"Change in each dG, repulsion: {change_repulsion:.3f} kJ/mol")
print(f"Covered/bare corrosion-rate ratio: {film_rate:.2f}")
print(f"Coverage with film corrosion: {theta_film:.4f}")
print(f"Change in each dG, film corrosion: {change_film:.3f} kJ/mol")
print(f"Ionic strength: {ionic_strength:.1f} mol/L")
print(f"Rough activity coefficient: {gamma:.3f}")
print(f"Change in each dG, activity: {change_activity:.3f} kJ/mol")
print(f"Water sites per large inhibitor: {size}")
print(f"Change in each dG, molecular size: {change_size:.3f} kJ/mol")
print("all good")
```

It prints:

```
Temperature: 298.15 K
RT: 2.4790 kJ/mol
Water density: 997.05 g/L
Water molar mass: 18.015 g/mol
Pure water concentration: 55.346 mol/L
ln(c_w/c0): 4.0136
Shift dG_x - dG_c: -9.950 kJ/mol
Shift per molecule: -0.1031 eV
Mixture gap, 0.01 mol solute: 9.9463 kJ/mol
Mixture gap, 0.001 mol solute: 9.9492 kJ/mol
Lattice exchange energy input: -33.000 kJ/mol
Lattice theta 0.2318: dG_x -33.000, dG_c -23.051 kJ/mol
Lattice theta 0.5470: dG_x -33.000, dG_c -23.051 kJ/mol
Lattice theta 0.8286: dG_x -33.000, dG_c -23.051 kJ/mol
Blank corrosion current: 500.0 uA/cm2
Inhibited corrosion current: 100.0 uA/cm2
Inhibitor concentration: 4.00e-04 mol/L
Inhibitor mole fraction: 7.2277e-06
Coverage: 0.8000
K_c: 1.0000e+04 L/mol
K_x: 5.5346e+05 (dimensionless)
dG_c: -22.832 kJ/mol
dG_x: -32.782 kJ/mol
Coverage from dG_c and c: 0.80000
Coverage from dG_x and x: 0.80001
Coverage from mixed conventions: 0.99550
Current from mixed conventions: 2.248 uA/cm2
Solute partial molar volume: 0.15 L/mol
Finite-dilution effect: 0.000131 kJ/mol
Rough acid density: 1016 g/L
Acid total particle concentration: 56.37 mol/L
Shift with acid as solvent: -9.995 kJ/mol
Higher temperature: 333.15 K
Water density when hot: 983.2 g/L
Shift when hot: -11.079 kJ/mol
Repulsion at full coverage: 3.0 kJ/mol
Change in each dG, repulsion: -2.400 kJ/mol
Covered/bare corrosion-rate ratio: 0.05
Coverage with film corrosion: 0.8421
Change in each dG, film corrosion: -0.713 kJ/mol
Ionic strength: 1.0 mol/L
Rough activity coefficient: 0.791
Change in each dG, activity: -0.582 kJ/mol
Water sites per large inhibitor: 3
Change in each dG, molecular size: -3.022 kJ/mol
all good
```
